\section*{Why Static Screening Wrongly Suppresses Long-Wave Polar-Phonon Scattering in Wide-Gap Semiconductors}

\section*{Question}

A doped wide-gap semiconductor contains mobile electrons that screen electric fields. The field of a longitudinal-optical (LO) phonon is electric, so it seems natural to divide it by the static screening function of the electrons. Why is this wrong when the plasma frequency lies below the phonon frequency, and what does the correct response do to the scattering rate?

\section*{The mechanism: electrons driven too fast to screen}

Take a bulk crystal with one LO branch and $n$ electrons per volume in a parabolic band of mass $m$. The bound electrons are described by the constant $\varepsilon_\infty$. The lattice polarization $P_{\rm lat}$ is kept separate, because it is the source of the phonon field. Fields vary as $e^{-i\omega t}$.

In a long wave an electron moves much less than a wavelength during one period, and it responds as a free particle in a uniform field:
\begin{equation}
m\ddot u=-eE\;\Rightarrow\; u=\frac{eE}{m\omega^2},\qquad
P_{\rm el}=-neu=-\frac{ne^2}{m\omega^2}E .
\end{equation}
The minus sign is the heart of the matter. Inertia makes the displacement opposite to the force, so the electronic polarization points against the total field.

A longitudinal wave without external charge has zero displacement field, $\varepsilon_0\varepsilon_\infty E+P_{\rm el}+P_{\rm lat}=0$. The phonon alone would make the field $E_{\rm ph}=-P_{\rm lat}/(\varepsilon_0\varepsilon_\infty)$. Hence
\begin{equation}
E=\frac{E_{\rm ph}}{\kappa},\qquad \kappa=1-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m}.
\label{drude}
\end{equation}
At the LO frequency $\omega_L$ this is $\kappa=1-r$ with $r=\omega_p^2/\omega_L^2$. For $0<r<1$ the total field has the direction of the phonon field and is larger. This is antiscreening. The squared coupling is multiplied by $1/(1-r)^2$.

Static screening describes the opposite situation. If the potential $\phi$ changes slowly in time and smoothly in space, electrons flow until their electrochemical potential is uniform, which gives $\delta n=e\phi\,\partial n/\partial\mu$. Poisson's equation then reads
\begin{equation}
\varepsilon_0\varepsilon_\infty q^2\phi=\rho_{\rm ph}-e^2\frac{\partial n}{\partial\mu}\phi
\;\Rightarrow\;
\kappa_{\rm st}=1+\frac{q_s^2}{q^2},\quad
q_s^2=\frac{e^2}{\varepsilon_0\varepsilon_\infty}\frac{\partial n}{\partial\mu}.
\end{equation}
To reach this state, electrons of typical speed $v$ must cross a good part of a wavelength within a period, so $\omega\ll qv$ is needed. For $q\to0$ at fixed $\omega_L$ this condition fails. Yet that is where $1/\kappa_{\rm st}^2\to0$ removes the coupling altogether. The limits $q\to0$ and $\omega\to0$ do not commute, and a phonon of finite frequency requires the first.

\section*{Does the phonon itself change?}

The electrons also act back on the lattice. Let $\omega_T$ be the transverse-optical frequency and $\Delta=\omega_L^2-\omega_T^2$. The full dielectric function is
\begin{equation}
\frac{\varepsilon}{\varepsilon_\infty}=\kappa+L,\qquad L=\frac{\Delta}{\omega_T^2-\omega^2}.
\end{equation}
Without carriers ($\kappa=1$) it vanishes at $\omega_L$, as it should, and at $\omega=0$ it gives $\varepsilon_s/\varepsilon_\infty=\omega_L^2/\omega_T^2$. Its inverse splits as
\begin{align}
\frac{\varepsilon_\infty}{\varepsilon}&=\frac1\kappa-\frac{L}{\kappa(\kappa+L)}
=\frac1\kappa-\frac{\Delta}{\kappa\,[\kappa(\omega_T^2-\omega^2)+\Delta]}\nonumber\\
&=\frac1\kappa+\frac{1}{\kappa^2}\,\frac{\Delta}{\omega^2-\omega_T^2-\Delta/\kappa}.
\label{split}
\end{align}
The first term is the interaction through the electrons alone. The second is phonon exchange: each of its two vertices carries $1/\kappa$ at the frequency exchanged, and the phonon frequency is shifted.

For long waves, put $y=\omega^2$. The pole condition $\kappa(y-\omega_T^2)=\Delta$, multiplied by $y$, becomes
\begin{equation}
y^2-(\omega_L^2+\omega_p^2)y+\omega_p^2\omega_T^2=0 .
\end{equation}
These are the coupled phonon--plasmon modes. Since $d\kappa/dy=\omega_p^2/y^2$, the denominator in (\ref{split}) has slope $1+\Delta\omega_p^2/(\kappa^2y^2)$ at the pole, and the residue is
\begin{equation}
R=\frac{\Delta/\kappa^2}{1+\Delta\omega_p^2/(\kappa^2y^2)}
=\frac{\Delta}{\kappa^2+\Delta\,\omega_p^2/y^2}.
\label{res}
\end{equation}
A pole $R/(\omega^2-\Omega^2)$ contributes a spectral weight proportional to $R/\Omega$, because $\omega^2-\Omega^2\simeq2\Omega(\omega-\Omega)$ near it.

For small $r$, with $\delta=\Delta/\omega_L^2$, the upper root is $y\simeq\omega_L^2(1+\delta r)$. Then $R/\Delta\simeq1+(2-\delta)r$, and division by $\Omega/\omega_L\simeq1+\delta r/2$ gives the weight ratio
\begin{equation}
1+\left(2-\tfrac32\delta\right)r .
\end{equation}
Since $\delta<1$, the enhancement survives the back-action at leading order, though it is smaller than the $1+2r$ of the fixed-frequency factor.

Equation (\ref{res}) also cures a false divergence. At $r=1$ the factor $1/(1-r)^2$ is infinite, but $R$ is finite, because the mode moves away from the zero of $\kappa$. For $\omega_p\gg\omega_L$ the lower mode tends to $\omega_T$, where $\kappa\simeq-\omega_p^2/\omega_T^2$ is large and $R\simeq\Delta/\kappa^2$ is small. Fast plasmas do screen the lattice mode.

\section*{Which wavelengths matter?}

Thermal electrons do not scatter from $q=0$ phonons alone, so $\kappa$ is needed at finite $q$. Let $f_{\mathbf k}$ be the Fermi occupation and $U=-e\phi$ the total potential energy. To first order in $U$, the density matrix between $\mathbf k$ and $\mathbf k+\mathbf q$ obeys
\begin{equation}
\hbar\omega\,\rho_{\mathbf k}=(\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k})\rho_{\mathbf k}
+U(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\end{equation}
Solving for $\rho_{\mathbf k}$, summing over states and spin, and using Poisson's equation as before gives the random-phase result
\begin{equation}
\kappa=1+\frac{e^2}{\varepsilon_0\varepsilon_\infty q^2}\,\frac2V\sum_{\mathbf k}
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k}-\hbar\omega-i0}.
\end{equation}
Measure energy in $\hbar\omega_L$ and wave number in $k_L=\sqrt{2m\omega_L/\hbar}$. Write $x=q/k_L$, let $p$ be the electron's component along $\mathbf q$, and set $D=x^2+2px$, the energy gained on taking up $\mathbf q$. Relabelling $\mathbf k+\mathbf q\to-\mathbf k$ in the second term gives, at $\omega=\omega_L$,
\begin{equation}
\kappa=1+\frac{r}{2x^2}A,\qquad
A=\left\langle\frac1{D-1-i0}+\frac1{D+1+i0}\right\rangle,
\end{equation}
where the brackets average over the electrons. For small $x$ the sum in brackets is $2D/(D^2-1)\simeq-2D-2D^3$. With $\langle D\rangle=x^2$ and $\langle D^3\rangle\simeq12\langle p^2\rangle x^4$,
\begin{equation}
\kappa\simeq1-r\left(1+12\langle p^2\rangle x^2\right).
\label{small}
\end{equation}
The long-wave result returns, and antiscreening first grows with $q$. For $x\gg1$ and slow electrons $D\simeq x^2$, so $A\simeq2/x^2$ and $\kappa-1\simeq r/x^4$: weak ordinary screening, falling faster than $q_s^2/q^2$. In between, some electrons satisfy $D=1$. They absorb the wave, and $\kappa$ acquires an imaginary part.

\section*{The scattering rate}

Exchange of a phonon with matrix element $M$ gives, from the two time orderings, the interaction $2|M|^2\omega_L/[\hbar(\omega^2-\omega_L^2)]$. Comparison with the second term of (\ref{split}) at $\kappa=1$, multiplied by $e^2/(\varepsilon_0\varepsilon_\infty q^2V)$, yields
\begin{equation}
|M|^2=\frac{e^2\hbar\Delta}{2\varepsilon_0\varepsilon_\infty\omega_Lq^2V}
=\frac{e^2\hbar\omega_L}{2\varepsilon_0q^2V}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\end{equation}
With carriers I use $|M|^2/|\kappa|^2$, holding the phonon at $\omega_L$.

Let $N$ be the thermal phonon occupation. An absorption from energy $\epsilon$ to $\epsilon'=\epsilon+\hbar\omega_L$ has the statistical factor $f(1-f')=(N+1)(f-f')$. Energy conservation, $D=1$, fixes the longitudinal component before and after:
\begin{equation}
a=\frac{1-x^2}{2x},\qquad b=a+x=\frac{1+x^2}{2x},\qquad \delta(D-1)=\frac{\delta(p-a)}{2x}.
\end{equation}
Integrating $f$ over the transverse components gives, up to a common factor, $g(p)=t\ln[1+e^{(\mu-p^2)/t}]$, where $t=k_BT/\hbar\omega_L$ and $\mu$ is in units of $\hbar\omega_L$. With $G=\int g\,dp$, the golden rule and $\sum_{\mathbf q}\to V\int q^2dq/2\pi^2$ give the mean absorption rate per electron
\begin{equation}
\Gamma=2\alpha\omega_LN(N+1)\int_0^\infty\frac{dx}{x}\,\frac{g(a)-g(b)}{G\,|\kappa|^2},
\label{rate}
\end{equation}
\begin{equation}
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{2\hbar\omega_L}} .
\end{equation}
In a dilute gas $g\propto e^{-p^2/t}$. Because $b^2=a^2+1$, the weight becomes $e^{-(x-1/x)^2/4t}\,dx/x$, which is unchanged by $x\to1/x$. Scattering is thus centred on $q=k_L$, with long and short waves equally represented on a logarithmic scale. The long-wave factor cannot be applied to the whole rate.

Friction weighs the waves differently. Let the electrons drift at a small velocity $\mathbf v$ while the phonons stay in equilibrium. In the moving frame the phonon frequency is $\omega'=\omega_L-\mathbf q\cdot\mathbf v$. With $N'=N(\omega')$, absorption minus emission carries the factor
\begin{equation}
(f-f')\left[N(N'+1)-(N+1)N'\right]=(f-f')(N-N'),
\end{equation}
which is linear in $\mathbf q\cdot\mathbf v$. The transferred momentum supplies another $\mathbf q$. The integrand of (\ref{rate}) therefore gains a factor $x^2$, which favours short waves.

\section*{The numbers}

I take round parameters in the regime of n-type gallium nitride, all rough typical values: $m=0.2\,m_0$, $\hbar\omega_L=90$ meV, $\varepsilon_\infty=5.4$, $\varepsilon_s=9.5$, $n=10^{18}$ cm$^{-3}$ and $T=300$ K. Then $\hbar\omega_T=90\sqrt{5.4/9.5}=67.9$ meV, $\hbar\omega_p=35.7$ meV and
\begin{equation}
r=(35.73/90)^2=0.158,\qquad \frac1{(1-r)^2}=\frac1{0.842^2}=1.41 .
\end{equation}
The scale of exchanged wave numbers is $k_L=0.687$ nm$^{-1}$. Fermi statistics give $\mu=-0.65\,k_BT$ and $q_s=0.335$ nm$^{-1}$, a static screening length of 3.0 nm.

Evaluating $A$ and the integrals by Gauss--Legendre quadrature gives these multipliers of the squared coupling:
\begin{center}
\begin{tabular}{ccc}
$q/k_L$ & dynamic $1/|\kappa|^2$ & static $1/\kappa_{\rm st}^2$\\ \hline
0.1 & 1.42 & 0.002\\
0.3 & 1.56 & 0.08\\
0.5 & 1.70 & 0.26\\
0.7 & 1.08 & 0.45\\
1.0 & 0.90 & 0.65\\
2.0 & 0.97 & 0.89
\end{tabular}
\end{center}
The dynamic column first rises through the $x^2$ term of (\ref{small}); at $q=0.3\,k_L$ this term gives about 60\% of the rise above the long-wave value, and higher terms give the rest. Antiscreening ends at $q=0.76\,k_L=0.52$ nm$^{-1}$.

With $\alpha=0.44$ and $N=0.0317$, the mean absorption rate is $3.6\times10^{12}$ s$^{-1}$ without screening, $2.3\times10^{12}$ s$^{-1}$ with static screening and $3.6\times10^{12}$ s$^{-1}$ with dynamic screening. Relative to the unscreened rate, the static result is 0.63 and the dynamic one 1.00. This static form thus removes 37\% of a rate that the dynamic response, at fixed phonon frequency, leaves almost unchanged. Within that picture the near equality is a cancellation: long waves are strengthened and waves near and above $k_L$ are weakened. For friction the ratios are 0.74 and 0.95, since short waves count more.

Part of the contrast comes from the form $1+q_s^2/q^2$ itself. It assumes a potential that is smooth in space, which is not true at $q\sim k_L$, and so it overstates even static screening. The random-phase $\kappa$ taken at $\omega=0$ gives static ratios of about 0.72 for the rate and 0.83 for friction.

The cancellation persists in the other cases computed. At 300 K the static and dynamic rate ratios are 0.94 and 1.00 for $10^{17}$ cm$^{-3}$, and 0.49 and 0.99 for $2\times10^{18}$ cm$^{-3}$. At $10^{18}$ cm$^{-3}$ and 450 K they are 0.70 and 0.99.

Back-action limits the precision. In the long-wave limit the upper mode lies at 93.3 meV, and its spectral weight is 1.23 times that of the bare phonon, not 1.41. Its thermal occupation is also lower:
\begin{equation}
\frac{N(93.3\ {\rm meV})}{N(90\ {\rm meV})}\simeq\frac{0.0278}{0.0317}=0.88,\qquad 1.23\times0.88\simeq1.08 .
\end{equation}
The product of coupling and occupation is therefore still enhanced, but modestly. For a sharp mode, the absorption rate of long waves does not follow it, because a higher mode energy also demands faster electrons. With $w=93.3/90=1.037$, energy conservation reads $D=w$ and requires $p=(w-x^2)/2x$. At $x=0.3$ this raises the required $p$ from 1.52 to 1.58. The number of suitable electrons, proportional to $e^{-p^2/t}$ in the tail with $t=0.287$, then falls by about half, which outweighs the factor 1.08. These inputs are long-wave values; at $x=0.3$ itself the mode lies at 94.1 meV, and the sharp-mode rate is 0.47 of the bare one. The total ratio of 1.00 therefore belongs to a sharp phonon held at $\omega_L$. The electrons also broaden the phonon and add the lower coupled mode, so energy is exchanged at other frequencies too. What these frequencies contribute depends on how phonon exchange is separated from electron--electron scattering. One choice weights each transfer by $|\kappa|^{-2}$ times the phonon spectral function $-{\rm Im}\,[\omega^2-\omega_T^2-\Delta/\kappa]^{-1}$, both taken at the frequency exchanged. Then the slower and more numerous electrons that absorb at lower frequencies more than make up, at $x=0.3$, for the loss found for a sharp mode. Transfers within 25\% of $\hbar\omega_L$ give a total ratio of 1.02--1.03, and all transfers above $\hbar\omega_L/2$ give about 1.3. Another choice takes the imaginary part of the whole second term of (\ref{split}), which includes its interference with the electron--electron term. The same 25\% window then gives about 0.76, and smaller transfers lower it further. None of this is part of the rate given here.

The fixed-frequency picture fails as $\omega_p$ approaches $\omega_L$, which happens at $6.3\times10^{18}$ cm$^{-3}$. At $6\times10^{18}$ cm$^{-3}$ the factor $1/(1-r)^2$ is 339, whereas the upper mode's residue is 3.0 times the bare one. That mode is then a strong mixture of phonon and plasmon.

\section*{What a real device changes}

For a mobility of 300 cm$^2$/Vs, a rough value for such doping, the collision broadening is $\hbar/\tau=19$ meV. Replacing $\omega^2$ by $\omega(\omega+i/\tau)$ in (\ref{drude}) lowers the long-wave factor from 1.41 to 1.38. A mass 10\% lower or higher gives 1.47 or 1.36, which gauges anisotropy. In a two-band estimate with a gap of 3.4 eV, with the free-electron term kept, nonparabolicity raises the velocity mass $\hbar k/v$ by about 5\% at the energy $\hbar\omega_L+\frac32k_BT$, and the curvature mass by about 15\%. The long-wave factor depends on the slower thermal electrons and falls only to about 1.40. At 1 kV/cm an electron gains about 0.3 meV in 1 ps, far below $k_BT=26$ meV, so the low-field assumption is sound there. A transistor channel at a heterojunction holds a sheet of electrons, whose response differs from the bulk form used here.

One assumption that clearly fails under current, at least near $k_L$, is that the phonons stay in equilibrium. By (\ref{split}), the electrons give a phonon the energy width $\hbar\Delta\,{\rm Im}\,\kappa/(|\kappa|^2\omega_L)$, which is 4.1 meV at $k_L$. Decay into other phonons with a rough lifetime of 1 ps gives 0.66 meV. A phonon that receives momentum from the drifting electrons thus mostly returns it to them. Balancing gain against decay, the share passed on to the lattice is $0.66/(0.66+4.11)=0.14$. At $k_L$ this phonon drag reduces friction far more than either form of screening does. The share rises to 0.87 at $2k_L$. Weighted over all $q$, friction falls to about 0.36 of the unscreened value for a 1 ps lifetime, 0.56 for 0.3 ps and 0.22 for 3 ps. Elastic scattering of the phonons by defects, left out here, would also remove their momentum and weaken the drag. The friction ratios above therefore do not predict a mobility. The equilibrium scattering rate is not affected, because without drift the phonons and electrons share one temperature and no net momentum flows.
